Epstein-Plesset dissolution of a rinse-water bubble and its moving surface

**Q.** A small gas bubble is left in rinse water that is not saturated with gas. What has to be assumed before its shrinkage can be calculated?

**A.** The bubble is a sphere of radius R(t), filled with one ideal gas at constant temperature T, in still and unbounded water. The water starts with a uniform dissolved-gas density c_inf. Viscous and inertial pressures are neglected, so the gas pressure is the ambient pressure p0 plus the Laplace pressure 2γ/R, where γ is the surface tension. Water vapour is left out for now. I count molecules per volume and keep k_B in the equations, which therefore hold in atomic units as in any other consistent set.

The gas density in the bubble is

n(R) = (p0 + 2γ/R)/(k_B T).

Henry's law fixes the dissolved density at the surface as L n(R), where L is a dimensionless solubility. The distant water has a fraction f of its saturation value at pressure p0, so c_inf = f L p0/(k_B T). The surface excess is

Δc = L n(R) − c_inf = (L p0/k_B T)[1 − f + 2γ/(p0R)].

**Q.** Losing gas also lowers the bubble's volume and raises its pressure. Where does that enter?

**A.** In the count of its molecules:

N = (4π/3)R³n(R) = (4π/(3k_B T))(p0R³ + 2γR²).

Differentiation gives

dN/dt = (4π/(3k_B T))(3p0R² + 4γR) dR/dt
= (4πR²/(k_B T))[p0 + 4γ/(3R)] dR/dt.

The Laplace term carries 4γ/3 rather than 2γ because part of the shrinkage goes into compressing the gas.

The liquid at the surface moves with the surface, since evaporation and the volume of dissolved gas are neglected. Gas therefore crosses by diffusion alone. With D the diffusivity and r the distance from the centre,

dN/dt = 4πR²D (∂c/∂r) at r = R.

The gradient is negative when gas leaves.

**Q.** That gradient belongs to a changing concentration field. How do you find it?

**A.** First hold R and Δc fixed and let the liquid rest. Then

∂c/∂t = (D/r²) ∂/∂r(r² ∂c/∂r).

Put w = r(c − c_inf). Since r² ∂c/∂r = r ∂w/∂r − w, its r-derivative is r ∂²w/∂r². The equation becomes

∂w/∂t = D ∂²w/∂r²,

with w = 0 at the start, w = RΔc at r = R, and w → 0 far away. The solution is

w = RΔc erfc(η), η = (r − R)/(2√(Dt)).

To check it, use d erfc(η)/dη = −(2/√π)exp(−η²). Both ∂w/∂t and D ∂²w/∂r² equal RΔc η exp(−η²)/(√π t). The initial and boundary values also hold.

At the surface ∂w/∂r = −RΔc/√(πDt), so

∂c/∂r = (1/R)∂w/∂r − w/R² = −Δc[1/R + 1/√(πDt)].

The first term is the stationary gradient of a sphere. The second is that of a growing layer on a flat wall, and it dominates while t < R²/(πD).

**Q.** Then the dissolution rate should follow by equating the two expressions for dN/dt.

**A.** Yes. Cancelling 4πR² gives

(1/k_B T)[p0 + 4γ/(3R)] dR/dt = −DΔc[1/R + 1/√(πDt)].

Inserting Δc and dividing by p0/(k_B T) yields the Epstein-Plesset rate:

dR/dt = −DL {[1 − f + 2γ/(p0R)]/[1 + 4γ/(3p0R)]} [1/R + 1/√(πDt)].

Two limits show what surface tension does. In exactly saturated water, f = 1, the bubble still dissolves. If 2γ ≪ p0R and the transient term is dropped, dR/dt = −2DLγ/(p0R²). Then R³ = R0³ − 6DLγt/p0, and the lifetime is p0R0³/(6DLγ), with R0 the initial radius. In the opposite limit, 2γ ≫ p0R, the fraction in braces tends to 3/2, and the stationary part becomes R dR/dt = −3DL/2, whatever the saturation.

**Q.** I object. You solved for a fixed sphere, then let its radius change in the answer.

**A.** That is the approximation in the rate. Each instant is treated as if the bubble had had its present radius, and its present surface excess, since t = 0. In the full problem the domain is r > R(t), and incompressible liquid follows the surface with velocity R²Ṙ/r², where Ṙ = dR/dt:

∂c/∂t + (R²Ṙ/r²) ∂c/∂r = (D/r²) ∂/∂r(r² ∂c/∂r).

Label liquid shells by s = (r³ − R³)/3. At fixed r, s changes at the rate −R²Ṙ, and ∂s/∂r = r². The time derivative at fixed r is therefore the one at fixed s minus R²Ṙ ∂c/∂s. The flow term is plus R²Ṙ ∂c/∂s. They cancel, leaving

∂c/∂t at fixed s = D ∂/∂s[(R³ + 3s)^(4/3) ∂c/∂s].

The changing R now stands inside the diffusion operator. The fixed-sphere solution freezes it.

**Q.** Dissolved gas is dilute compared with gas in the bubble. Surely the surface moves so slowly that this cannot matter?

**A.** Slow motion does not settle it, because the dissolved cloud remembers the whole life of the bubble. Take γ = 0 to make the comparison clean. Then the gas density n_g and Δc are constant, and the small parameter is

ε = Δc/n_g = L(1 − f).

The stationary law is RṘ = −Dε. It gives R² = R0² − 2Dεt and the lifetime

T0 = R0²/(2Dε).

In that time diffusion reaches a distance of order √(DT0) = R0/√(2ε), much larger than R0. On this wide scale the bubble is a point source whose strength Q(t), the number of molecules released per time, falls as the bubble shrinks.

**Q.** How does a distant cloud alter the gradient at the bubble?

**A.** Add the spreading pulses released at earlier times t′:

c − c_inf = ∫₀ᵗ Q(t′) exp[−r²/(4D(t−t′))]/[4πD(t−t′)]^(3/2) dt′.

To find its value near the source, write Q(t′) = Q(t) − [Q(t) − Q(t′)]. In the first part the substitution z = r/√(4D(t−t′)) turns the integral into an error function:

Q(t) erfc[r/√(4Dt)]/(4πDr) → Q(t)/(4πDr) − Q(t)/(4πD√(πDt)).

The arrow uses erfc(x) ≈ 1 − 2x/√π. In the second part r can be set to zero, because Q(t) − Q(t′) vanishes at t′ = t. Integration by parts gives

∫₀ᵗ [Q(t) − Q(t′)](t−t′)^(−3/2) dt′ = −2[Q(t) − Q(0)]/√t + 2∫₀ᵗ Q̇(t′)/√(t−t′) dt′.

It is multiplied by −(4πD)^(−3/2), and 2(4πD)^(−3/2) = 1/[4πD√(πD)]. The Q(t)/√t terms cancel in the sum:

c − c_inf ≈ Q(t)/(4πDr) − {Q(0)/√t + ∫₀ᵗ Q̇(t′)/√(t−t′) dt′}/[4πD√(πD)].

At r = R the left side must be Δc. In the small second term the leading source Q = 4πDRΔc is enough. Solving for Q gives

Q = 4πDRΔc(1 + m),

m = (1/√(πD))[R0/√t + ∫₀ᵗ Ṙ(t′)/√(t−t′) dt′].

At early times, when R has hardly changed, this reduces to the fixed-sphere result.

**Q.** And what exactly has Epstein-Plesset put in place of m?

**A.** It has m_EP = R(t)/√(πDt). Because R0 − R(t) = −∫₀ᵗ Ṙ dt′, the difference is

m − m_EP = (1/√(πD)) ∫₀ᵗ Ṙ(t′)[1/√(t−t′) − 1/√t] dt′.

The bracket is not negative, and Ṙ is negative. At this order the Epstein-Plesset rate is thus too fast for a shrinking bubble of given radius and age. The omitted effect is the memory of a larger surface: more gas was shed earlier than a bubble of the present size would have shed, and that gas now reduces the outward gradient.

**Q.** Show me that this is as large as the transient term itself, and not a small correction to it.

**A.** Insert R = R0√(1−τ), with τ = t/T0. Since R0/√(πDT0) = √(2ε/π),

m = √(2ε/π){1/√τ − ½∫₀^τ dτ′/√[(1−τ′)(τ−τ′)]}.

Substitute v² = (τ−τ′)/(1−τ′). Then 1−τ′ = (1−τ)/(1−v²), and the integrand times dτ′ becomes −2dv/(1−v²), with v running from √τ to 0. The integral is 2 artanh√τ, so

m = √(2ε/π)[1/√τ − artanh√τ],

m_EP = √(2ε/π)√[(1−τ)/τ].

Both are of order √ε. They differ even in sign late in life: m passes through zero at τ = 0.695 in the limit ε → 0, while m_EP stays positive. At finite ε the zero comes earlier, at τ = 0.69 for ε = 10⁻⁴ and τ = 0.63 for ε = 0.0128 in the full problem. After that the bubble dissolves more slowly than the stationary law says for its current radius.

**Q.** But artanh√τ diverges as τ → 1. Does your expansion survive the end of the bubble?

**A.** Not pointwise. It requires |m| ≪ 1, and also that R0√(1−τ) be close to the true radius. The true bubble is already gone when 1 − τ is of order √ε, so the closed form for m fails there, while |m| is still small. At ε = 10⁻⁴ and τ = 0.99 the full problem gives m = −0.022 against −0.016 from the closed form; at ε = 0.0128 the closed form is off by nearly a factor of two at τ = 0.8. The divergence is logarithmic, however, and its integral is finite, which is what the leading lifetime correction needs.

The gas balance is 4πR²n_gṘ = −Q, hence RṘ = −Dε(1+m). For y = R²/R0² this reads

dy/dτ = −(1+m), y = 1 − τ − ∫₀^τ m dτ′.

To order √ε, y vanishes at τ = 1 − ∫₀¹ m dτ. The integral of 1/√τ is 2. With q = √τ,

∫₀¹ artanh√τ dτ = ∫₀¹ 2q artanh q dq = [(q²−1)artanh q + q]₀¹ = 1.

Thus the moving-surface lifetime is

T = T0[1 − √(2ε/π) + …].

For Epstein-Plesset, τ = sin²θ gives

∫₀¹ √[(1−τ)/τ] dτ = ∫₀^(π/2) 2cos²θ dθ = π/2,

T_EP = T0[1 − √(πε/2) + …].

The transient shortening is overestimated by the factor π/2 in the limit of small ε, with γ = 0.

**Q.** Your point source is itself an approximation. Is there evidence that does not use it?

**A.** The full diffusion equation was solved numerically on shells that move with the liquid. With the radius frozen and Dt/R0² = 1, its gradient divided by the stationary one is 1.5641, against 1.5642 from the fixed-sphere formula.

With the surface free and ε = 10⁻⁴, the quantity (1 − T/T0)/√ε is 0.792; it moves by about 0.001 with the mesh and with the treatment of the last moments of the bubble. The predicted limit is √(2/π) = 0.7979. Integrating the Epstein-Plesset equation gives 1.2424, near its own limit √(π/2) = 1.2533.

The history agrees too. At τ = 0.8 and the same ε, the full calculation gives a transient part of −2.79 × 10⁻³ relative to the stationary flux. The memory law gives −2.60 × 10⁻³, and the Epstein-Plesset expression gives +3.99 × 10⁻³.

**Q.** Boundary motion also drags liquid inwards. Perhaps that flow, rather than memory, causes the difference.

**A.** Its effect is of order ε, and can be calculated separately. Near the bubble the leading field is c − c_inf = ΔcR/r. The flow term is then

(R²Ṙ/r²)(−ΔcR/r²) = −ΔcR³Ṙ/r⁴ = DεΔcR²/r⁴,

where RṘ = −Dε was used. The added field c₁ obeys

∂/∂r(r² ∂c₁/∂r) = A/r², A = εΔcR²,

and vanishes at R and at infinity. Integrating twice gives c₁ = A/(2r²) − A/(2Rr). At the surface R² ∂c₁/∂r = −A/(2R) = −εΔcR/2. The stationary value of R² ∂c/∂r is −ΔcR, so inward flow raises the outflow by the fraction ε/2. It brings in water poorer in gas, and shortens the life by about εT0/2.

In the numerical solution the flow can be switched off while the surface still moves. At ε = 10⁻³ the lifetime difference lies between 0.49εT0 and 0.50εT0, depending on the mesh, close to the predicted coefficient 0.5. Flow makes the true dissolution faster; memory makes it slower than Epstein-Plesset. The two must not be merged into one "boundary-motion" correction.

**Q.** What does all this amount to for an actual rinse?

**A.** Consider a nitrogen microbubble with R0 = 5 µm in partly degassed semiconductor rinse water at 298.15 K and 101.325 kPa. Rough typical values are D = 2000 µm²/s, L = 0.016 and γ = 72 mN/m. I choose f = 0.2. The initial Laplace pressure is

2γ/R0 = 2 × 0.072/(5 × 10⁻⁶) Pa = 28.8 kPa,

or 0.284 of the ambient pressure, so surface tension must be kept.

At t = 0.1 s the Epstein-Plesset radius is 4.112 µm. The Laplace ratio has grown to 0.2842 × 5/4.112 = 0.346, and

DL(0.8 + 0.346)/(1 + 2 × 0.346/3) = 29.8 µm²/s.

The two parts of the rate are

stationary: −29.8/4.112 = −7.25 µm/s,
transient: −29.8/√(π × 2000 × 0.1) = −1.19 µm/s.

Their sum, taken before rounding, is −8.43 µm/s. The full problem has a slightly larger bubble at that time, 4.124 µm, shrinking at 8.25 µm/s.

**Q.** And the lifetimes?

**A.** For the same parameters they are:

stationary law: 0.403 s
Epstein-Plesset: 0.346 s, or 1.43 × 10¹⁶ atomic units
full moving boundary: 0.356 s, or 1.47 × 10¹⁶ atomic units
moving surface without liquid flow: 0.359 s

The Epstein-Plesset lifetime is 2.9 % below the full one. It remains much better than the stationary law, which is 13 % above it.

**Q.** The two shortenings are then 0.057 s and 0.047 s. Their ratio is 1.2, not π/2.

**A.** The factor π/2 was derived for γ = 0. Setting γ = 0 and keeping the other inputs gives ε = 0.0128 and T0 = 0.488 s. Epstein-Plesset then gives 0.425 s and the full problem 0.448 s. The shortenings, 0.0629 s and 0.0405 s, have a ratio of about 1.55, near π/2 = 1.57. So close an agreement is partly a cancellation of terms of order ε: with the liquid flow switched off the ratio is 1.68. The first-order formula gives

0.488 × [1 − √(2 × 0.0128/π)] s = 0.444 s,

which is 0.8 % below the full value.

Surface tension weakens the memory error for a visible reason. The leading source is proportional to RΔc, hence to (1−f)R + 2γ/p0. Its second part does not fall as the bubble shrinks. A source that did not fall would leave no difference between the true history and the one assumed by Epstein-Plesset.

**Q.** A real rinse tank is not still, infinite water. Is a correction of 2.9 % worth making there?

**A.** Often other errors are larger. The inputs describe a small bubble in room-temperature rinse water, but D, L and f vary with temperature and degassing, and a tank normally has flow. Even in still water the bubble rises. Equating buoyancy (4π/3)R³ρg to the Stokes drag 6πηRU on a rigid, contaminated surface gives U = 2R²ρg/(9η). With density ρ = 997 kg/m³ and viscosity η = 0.89 mPa s, the initial speed is 61 µm/s.

For a source in a weak uniform stream along x, the stationary field is

[Q/(4πDr)] exp[−U(r−x)/(2D)].

Near the source its angular average is Q/(4πDr) − QU/(8πD²). Setting this equal to Δc at r = R raises the stationary flux by the fraction UR/(2D). This holds for UR/D ≪ 1; here that ratio starts at 0.15. At the initial speed and radius this first-order estimate, somewhat high at such a ratio, is 61 × 5/(2 × 2000) = 7.6 %. It would apply only after the stream had acted for much longer than D/U² = 0.54 s. This bubble is gone sooner, and it slows as it shrinks, so its own rise speeds up the dissolution far less than that. Flow in the tank counts only where the water moves relative to the bubble. A uniform current merely carries a free bubble along, whereas strong shear, or flow past a bubble held at a wall, can speed up its dissolution.

A wall can matter more. For a spherical bubble touching an impermeable plane, a mirror bubble replaces the plane. The stationary diffusion problem is that of two touching spheres at equal potential. In a sphere of radius R, a source q at distance d from the centre has the image −qR/d at distance R²/d from the centre. Start with a unit source at each centre, the centres being 2R apart. The kth source then has size 1/k with alternating sign, and lies (k−1)R/k from its own centre and d = (k+1)R/k from the other. The sources in each bubble therefore form the series 1 − 1/2 + 1/3 − … = ln 2, so the stationary flux is 0.69 of that in open water. If this geometry lasted throughout, the stationary lifetime would be 1/ln 2 = 1.44 times as long. A bubble flattened against a wafer needs its own geometry.

Surfactant lowers γ; any resistance it adds to gas transfer is left out here. Complete loss of surface tension is an extreme case, and lengthens the full lifetime from 0.356 s to 0.448 s, by 26 %. For this bubble, water vapour at a rough pressure of 3.2 kPa changes the Epstein-Plesset lifetime by 0.11 %. The change is so small partly because vapour lowers the undersaturation term but raises the relative Laplace term, and the two effects partly cancel.

**Q.** So when would you still use the Epstein-Plesset rate?

**A.** For an isolated, nearly still bubble with ε ≪ 1, when an error of a few per cent in its lifetime is acceptable at values of ε like those above. I would not use its transient term to judge the late dissolution history. There the gas left by the earlier, larger bubble can reverse the sign of the correction. The computed values for the other times and for larger ε are in the numerical output.

Table of computed values

```
Fixed sphere: t D/R0^2, gradient ratio numerical, formula
    0.1 2.7839 2.7841
    1.0 1.5641 1.5642
   10.0 1.1784 1.1784
Small-e limits of (1-T/T0)/sqrt(e):
  moving 0.7979, E-P 1.2533
e, computed coefficient: moving boundary, E-P
  1e-02 0.7403 1.1507
  1e-03 0.7795 1.2193
  1e-04 0.7925 1.2424
e=1e-4: t/T0, transient part x 1000: full, memory law, E-P
  0.3 9.55 9.66 12.19
  0.6 1.94 2.07 6.51
  0.8 -2.79 -2.60 3.99
Memory term changes sign at t/T0 = 0.6948
Flow shortening/(e T0), e=1e-3: 0.497
Initial radius 5.0 um
Diffusivity 2000 um2/s
Solubility ratio 0.016, saturation 0.20
Surface tension 72 mN/m, T 298.15 K
Ambient pressure 101.325 kPa
Initial Laplace pressure 28.80 kPa
Initial gas density 3.161e+07 per um3
Diffusion time R0^2/D 0.0125 s
Gas balance error -3.5e-07
At 0.1 s: E-P radius 4.112 um
  E-P stationary part of dR/dt -7.245 um/s
  E-P transient part of dR/dt -1.189 um/s
  E-P total dR/dt -8.434 um/s
  full radius 4.124 um
  full dR/dt -8.247 um/s
Lifetime, stationary law 0.4034 s
Lifetime, E-P 0.3460 s
  = 1.431e+16 atomic units
Lifetime, full 0.3563 s
  = 1.473e+16 atomic units
Lifetime, no liquid flow 0.3592 s
E-P lifetime error -2.88 %
No surface tension: e 0.0128, T0 0.4883 s
  full 0.4478 s, E-P 0.4254 s
  first-order moving-boundary law 0.4442 s
Vapour 3.2 kPa: E-P lifetime change 0.11 %
Density 997 kg/m3, viscosity 0.89 mPa s
Initial rigid-surface rise speed 61.0 um/s
Rise Peclet number (radius) 0.153
Small-Peclet increase of stationary flux 7.6 %
Wall-contact stationary flux factor 0.6931
```
